\section*{Screened KKR: a sparse matrix with a long-ranged inverse}

\section{What goes wrong}

In the screened KKR method the matrix to be inverted couples each atom appreciably to nearby atoms alone. It is tempting to conclude that the Green function is short-ranged too, so that a small cluster of atoms would suffice to compute it. For the metallic model below, a cluster of 515 sites gives the nearest-neighbour element of the auxiliary, screened Green function with a relative error of $3\times10^{-7}$. The same cluster gives the physical element with an error of 13\%, again relative to the infinite crystal. The first number reflects the locality of the matrix; the second is a symptom of an inverse that is not local, as the following sections prove.

\section{The counter-example}

\subsection{Model and conventions}

Spheres of radius $2.8$ bohr sit on a simple cubic lattice with $a=6$ bohr. The potential is $-0.1$ Ry inside the spheres and zero between them. Each sphere scatters only the s-wave part of the incident wave; this truncation is part of the model. Units are such that $\hbar^2/2m=1$ Ry\,bohr$^2$, so $H=-\nabla^2+V$. The energy is $E=0.1$ Ry, approached from above the real axis, and $q=\sqrt E=0.316$ bohr$^{-1}$.

The free Green function between different sites is
\begin{equation}
g^{nm}=-\frac{e^{iqR}}{4\pi R},\qquad R=|\mathbf R_n-\mathbf R_m|,\qquad g^{nn}=0 .
\end{equation}
With phase shift $\delta$, the solution $Z$ that is regular at a sphere's centre continues outside as
\begin{equation}
Z(r)=\frac{e^{i\delta}\sin(qr+\delta)}{qr}
=\frac{\sin qr}{qr}+t\left(-\frac{e^{iqr}}{4\pi r}\right),\qquad
t=-\frac{4\pi}{q}e^{i\delta}\sin\delta .
\end{equation}
A unit incident s wave thus produces $Z$ inside the sphere and an outgoing wave of strength $t$. Since $e^{-i\delta}/\sin\delta=\cot\delta-i$,
\begin{equation}
t^{-1}=-\frac{q\cot\delta-iq}{4\pi}. \label{eq:tinv}
\end{equation}
For the wells $\delta=0.2489$, so $q\cot\delta=1.244$ bohr$^{-1}$ and $t^{-1}=-0.0990+0.0252i$ in units of $1/(\mathrm{Ry\,bohr^3})$.

\subsection{The physical Green function}

Put a source at $\mathbf r'$ in sphere $m$. Outside the sphere the radial functions $u_1=rZ(r)$ and $u_2=e^{iqr}$ have the Wronskian $u_1u_2'-u_1'u_2=-1$. For $\mathbf r$ outside the sphere the s-wave Green function of that sphere alone is therefore $-Z(r')e^{iqr}/(4\pi r)$, so the source sends out a wave of strength $Z(r')$. Let $G^{nm}Z(r')$ be the amplitude of the s wave then incident on site $n$ from all other sites. It consists of the direct wave and of the waves scattered by every site $p\neq n$:
\begin{equation}
G^{nm}=g^{nm}+\sum_p g^{np}\,t\,G^{pm},\qquad\text{or}\qquad G=g+gtG. \label{eq:G}
\end{equation}
Inside sphere $n\neq m$ the incident amplitude is dressed by $Z(r)$. The s-wave part of the physical Green function is therefore $Z(r)\,G^{nm}Z(r')$. The factors $Z$ do not depend on the distance between the sites, so the range of the physical Green function is the range of $G^{nm}$.

\subsection{Screening}

Replace the wells by barriers of 8 Ry, with t-matrix $t_r$. This reference system has $G_r=g+gt_rG_r$. Solving gives $G_r=(1-gt_r)^{-1}g=g(1-t_rg)^{-1}$, hence also $G_r=(1+G_rt_r)g$. Multiply $G=g+gtG$ from the left by $1+G_rt_r$:
\begin{equation}
G+G_rt_rG=G_r+G_rtG
\quad\Rightarrow\quad
G=G_r+G_r\,\Delta t\,G,\qquad \Delta t=t-t_r. \label{eq:dyson}
\end{equation}
Define the screened matrix $M=\Delta t^{-1}-G_r$. Then $1-G_r\Delta t=M\Delta t$, and Eq.~\eqref{eq:dyson} reads $M\Delta t\,G=G_r$. Inserting $G_r=\Delta t^{-1}-M$,
\begin{equation}
G=\Delta t^{-1}M^{-1}\left(\Delta t^{-1}-M\right)
=\Delta t^{-1}M^{-1}\Delta t^{-1}-\Delta t^{-1}. \label{eq:key}
\end{equation}
Because $\Delta t$ is diagonal in the site index, $G^{nm}$ and $(M^{-1})^{nm}$ with $n\ne m$ differ by a factor independent of distance. Screening has rewritten $G$ without changing it: with barriers of 4 Ry instead of 8 Ry, $G$ at ten lattice constants changes by a relative $5\times10^{-12}$, which is numerical noise.

\subsection{The numbers}

The barriers have $\delta_r=-0.7734$ and $t_r^{-1}=0.0258+0.0252i$. Inverting both values before rounding gives $t=-9.49-2.41i$ and $t_r=19.86-19.39i$ Ry\,bohr$^3$. Hence $\Delta t=-29.35+16.98i$ Ry\,bohr$^3$ and $\Delta t^{-1}=-0.0255-0.0148i$ in $1/(\mathrm{Ry\,bohr^3})$. Along $[100]$, at $R=na$, the moduli in $1/(\mathrm{Ry\,bohr^3})$ are:

\begin{center}
\begin{tabular}{rccc}
$n$ & $|g|$ & $|G_r|$ & $|G|$\\
2 & $6.6\times10^{-3}$ & $1.5\times10^{-3}$ & $4.3\times10^{-3}$\\
4 & $3.3\times10^{-3}$ & $3.6\times10^{-5}$ & $2.2\times10^{-3}$\\
8 & $1.7\times10^{-3}$ & $4.0\times10^{-8}$ & $1.1\times10^{-3}$\\
40 & $3.3\times10^{-4}$ & -- & $2.2\times10^{-4}$
\end{tabular}
\end{center}

From $n=2$ to $n=8$ the off-diagonal part of $M$, which is $-G_r$, falls by a factor of about 37\,000. Over the same distance $G$ falls by $3.8$, close to the ratio 4 of the distances. The product $R|G|$ is $0.0537$ at $n=10$ and $0.0539$ at $n=40$, in $1/(\mathrm{Ry\,bohr^2})$.

The small tail of $G_r$ is not what carries this long range. Set $G_r$ to zero beyond the 92 nearest sites, so that $M$ has a strictly finite range. Then $R|G|$ is $0.0708$ at $n=20$ and $0.0718$ at $n=40$: still a $1/R$ decay. The amplitude is a third too large, so this cut-off is too short for accurate work, but it does not make the inverse short-ranged.

\section{The general statement}

Consider a perfect three-dimensional crystal with one s-wave scatterer per cell, at energy $E+i0$, and write $\boldsymbol\theta=\mathbf ka$.

\begin{enumerate}
\item If the reference system has no state at $E$, then $G_r$, and with it the off-diagonal part of $M$, decays exponentially.
\item If $E$ lies in a band of the physical system, $M^{-1}$ does not decay exponentially. The sum of its moduli over all sites diverges.
\item On a simple cubic lattice, let the constant-energy surface have one point $(\theta_*,0,0)$ where the velocity is along $+[100]$, with non-zero curvature there. Then for large $n$
\begin{equation}
(M^{-1})(n)\simeq\frac{e^{i\theta_*n}}{2\pi n\,M_{yy}},\qquad
M_{yy}=\left.\frac{\partial^2M}{\partial\theta_y^2}\right|_{\theta_*}. \label{eq:law}
\end{equation}
\end{enumerate}

\subsection{Proof of the first part}

In a crystal all matrices become functions of $\mathbf k$. Abbreviate $u=t^{-1}$, $u_r=t_r^{-1}$ and $w=u_r-u$. Then
\begin{equation}
G_r(\mathbf k)=\frac{g}{1-g/u_r}=\frac{u_rg}{u_r-g}=\frac{u_r^2}{u_r-g(\mathbf k)}-u_r .
\end{equation}
The free sum $g(\mathbf k)$ has poles where $|\mathbf k+\mathbf K|^2=E$ for a reciprocal lattice vector $\mathbf K$. These poles cause the long range of $g$. In $G_r$ they stand in a denominator, and near a single pole $1/(u_r-g)$ is analytic and passes through zero. Two poles coincide only on a zone boundary, where $|\mathbf k+\mathbf K|^2\ge(\pi/a)^2=0.27$ Ry, which is above the energy used here. At an energy where two poles do coincide, the difference of the two plane waves has no s-wave part at any site and is not scattered. It is then a state of the reference system, so the assumption excludes this case in general. The remaining candidates for singularities are the points with $g(\mathbf k)=u_r$. These are the states of the reference system, absent by assumption.

Thus $G_r(\boldsymbol\theta)$ is periodic and analytic in a strip around real $\boldsymbol\theta$. In
\begin{equation}
G_r(n)=\int\frac{d^3\theta}{(2\pi)^3}\,e^{-i\theta_xn}\,G_r(\boldsymbol\theta)
\end{equation}
the path of $\theta_x$ can be shifted by $-is$ within the strip. The two vertical ends cancel by periodicity, and the exponential supplies a factor $e^{-sn}$. The same shift works along the other axes. In the example $|G_r|$ falls at a mean rate of $1.8$ per cell between $n=2$ and $n=6$. Part of this is an algebraic prefactor: $n|G_r|$ falls at about $1.5$ per cell. The screening fails when $E$ rises into the spectrum of the reference system.

\subsection{Proof of the second part}

From $\Delta t=1/u-1/u_r=w/(uu_r)$ one finds
\begin{align}
M(\mathbf k)&=\frac{uu_r}{w}+u_r-\frac{u_r^2}{u_r-g}
=\frac{u_r(u+w)}{w}-\frac{u_r^2}{u_r-g}\nonumber\\
&=u_r^2\left[\frac1w-\frac1{u_r-g}\right]
=\frac{u_r^2}{w}\,\frac{u-g(\mathbf k)}{u_r-g(\mathbf k)}, \label{eq:M}
\end{align}
where $u+w=u_r$ was used twice. The zeros of $M$ are the solutions of $t^{-1}=g(\mathbf k)$, the band condition of the unscreened theory.

Apart from the constant factor $u_r^2$, $M$ is real. By Eq.~\eqref{eq:tinv}, $u$ and $u_r$ share the imaginary part $q/4\pi$, so $w$ is real. The function $g(\mathbf k)$ has this imaginary part as well: the lattice sum including the site at the origin is a sum of real terms $a^{-3}/(E-|\mathbf k+\mathbf K|^2)$, and the origin term removed from it, $-e^{iqr}/(4\pi r)$ for $r\to0$, has imaginary part $-q/4\pi$. The condition $M=0$ is therefore one real equation for three components of $\mathbf k$, and in a band it is satisfied on a surface.

Now suppose that the elements $B(n)$ of $M^{-1}$ were absolutely summable. Their Fourier series $B(\boldsymbol\theta)$ would then be finite for every real $\boldsymbol\theta$. The equation $MM^{-1}=1$ would become $M(\boldsymbol\theta)B(\boldsymbol\theta)=1$, which reads $0=1$ on the surface. So the elements are not summable, and exponential decay is excluded. The argument applies equally to a truncated $M$, as long as it still vanishes somewhere at real $\boldsymbol\theta$.

\subsection{Proof of the third part}

The inverse is
\begin{equation}
(M^{-1})(n)=\int\frac{d^3\theta}{(2\pi)^3}\,\frac{e^{i\theta_xn}}{M(\boldsymbol\theta)} ,
\end{equation}
where the sign of the exponent is free because $M$ is even. Regions away from the surface have a smooth integrand, and repeated integration by parts makes their contribution fall faster than any power of $1/n$. The same holds near points of the surface where $\theta_x$ varies to first order along the surface. What remains is the neighbourhood of $(\pm\theta_*,0,0)$.

Near $(\theta_*,0,0)$, let $M$ vanish at $\theta_x=X(\theta_y,\theta_z)$, and let $M_x$ be its derivative with respect to $\theta_x$ there. At energy $E+i\eta$ the zero moves to $X+i\eta\,\partial X/\partial E$. This lies above the real axis, because a velocity along $+x$ means $\partial X/\partial E>0$. For $n>0$ the path is pushed upwards and picks up the pole:
\begin{equation}
\int\frac{d\theta_x}{2\pi}\,\frac{e^{i\theta_xn}}{M_x(\theta_x-X)}\;\to\;\frac{i\,e^{iXn}}{M_x}.
\end{equation}
At $-\theta_*$ the pole moves below the axis and is not picked up.

By cubic symmetry $M_{yy}=M_{zz}$, and the mixed second derivatives vanish. Setting $M=0$ to leading order,
\begin{equation}
M_x(X-\theta_*)+\tfrac12M_{yy}(\theta_y^2+\theta_z^2)=0
\;\Rightarrow\;
X=\theta_*-\tfrac b2(\theta_y^2+\theta_z^2),\quad b=\frac{M_{yy}}{M_x}.
\end{equation}
Each transverse integral is Gaussian,
\begin{equation}
\int\frac{d\theta_y}{2\pi}\,e^{-inb\theta_y^2/2}=\frac1{2\pi}\sqrt{\frac{2\pi}{inb}},
\end{equation}
and the product of the two is $1/(2\pi inb)$. Therefore
\begin{equation}
(M^{-1})(n)\simeq\frac{i\,e^{i\theta_*n}}{M_x}\,\frac{M_x}{2\pi in\,M_{yy}}
=\frac{e^{i\theta_*n}}{2\pi n\,M_{yy}} .
\end{equation}

Free electrons check the sign and the factors. Replacing $M$ by $a^3(E-\theta^2/a^2)$ gives $M_{yy}=-2a$ and $\theta_*=qa$, and Eq.~\eqref{eq:law} returns $-e^{iqR}/(4\pi R)$.

In the example $\theta_*=2.223$ and $|M_{yy}|=0.01542$, while $|\Delta t^{-1}|^2=8.70\times10^{-4}$ in the square of the same unit. With Eq.~\eqref{eq:key},
\begin{equation}
R|G|\simeq\frac{a\,|\Delta t^{-1}|^2}{2\pi|M_{yy}|}
=\frac{6\times8.70\times10^{-4}}{2\pi\times0.01542}=0.0539\ \frac{1}{\mathrm{Ry\,bohr^2}},
\end{equation}
as found above. The error of the complex law, relative to the law itself, is $1.1\%$, $0.55\%$ and $0.28\%$ at $n=10$, $20$ and $40$. It halves when $n$ doubles, as a correction of relative order $1/n$ should. The numerical check compares $G$ with the unscreened inverse as well.

The law also shows through which quantity a truncation of $M$ enters the amplitude. Differentiating the Fourier series of $M$ gives $M_{yy}=\sum_{\mathbf n}n_y^2\,G_r(\mathbf n)\,e^{i\theta_*n_x}$. Dropping elements changes this sum directly, each with weight $n_y^2$, and it also moves the point at which the sum is evaluated: for the 92-site cut-off the zero shifts from $\theta_*=2.223$ to $2.155$. Here the first effect carries almost all of the change: the truncated sum evaluated at the original $\theta_*$ already gives $R|G|\simeq0.072$, whereas the full sum evaluated at the shifted point gives $0.0535$.

\section{Where the conclusion changes}

\textbf{Complex energy.} At $E+i\eta$ the pole sits at $\theta_*+i\eta\,d\theta_*/dE$ to first order in $\eta$, so $|G|$ acquires the factor $\exp(-n\eta\,d\theta_*/dE)$. For $\eta=0.01$ Ry the predicted damping is $0.0784$ per cell and the computed one $0.0783$, a decay length of 77 bohr. Calculations on a contour in the complex energy plane thus meet a Green function of finite range. That range comes from $\eta$, not from screening, and it grows as $1/\eta$ when the contour approaches the real axis.

\textbf{Energy outside the bands.} Here $M(\boldsymbol\theta)$ has no real zero, $1/M$ is analytic in a strip, and $G$ decays exponentially at real energy. At $-0.1$ Ry, below the band, $|G|$ drops from $1.8\times10^{-6}$ to $9\times10^{-10}$ $1/(\mathrm{Ry\,bohr^3})$ between $n=5$ and $n=10$.

\textbf{Shape and dimension.} In a general direction the two transverse curvatures differ, but each still contributes a factor $n^{-1/2}$; several points with velocity along $\mathbf R$ add their waves. If one curvature vanishes, its integral falls more slowly than $n^{-1/2}$, and so does $G$ than $1/R$. In $d$ dimensions there are $d-1$ such factors, so in one dimension $|G|$ does not decay at all.

\textbf{Several partial waves.} Equations \eqref{eq:dyson} and \eqref{eq:key} keep their form with $t$, $t_r$ and $\Delta t$ as matrices on each site, provided $\Delta t$ is invertible. The band condition becomes $\det M(\mathbf k)=0$, and $MB=1$ is again impossible there with finite $B$.

\section{Why the small cluster failed}

Equation~\eqref{eq:dyson} holds for any reference, including a finite cluster $C$ of the same scatterers with nothing outside. Then $\Delta t$ equals $t$ on the missing sites and zero elsewhere, so
\begin{equation}
G^{nm}-G_C^{nm}=\sum_{p\notin C}G_C^{np}\,t\,G^{pm}.
\end{equation}
For the barriers, the corresponding factor $G_r^{pm}$ is exponentially small at every missing site. For the metal, $G^{pm}$ falls as $1/R$ while the number of sites in a shell grows as $R^2$, and nothing suppresses the sum exponentially. Enlarging the cluster from 123 to 515 sites reduces the error of $G_r$ from $1\times10^{-4}$ to $3\times10^{-7}$. The error of $G$ goes from 10\% to 13\%.

Sparsity of $M$ thus justifies computing $G_r$ in a small cluster and solving linear equations in which the number of couplings per site does not grow with the size of the system, although in this example 92 of them were not enough. That count belongs to the s-wave model and does not carry over to calculations with several partial waves: the barriers have a p-wave phase shift of $-0.12$, against $-0.77$ for the s wave, which the model omits, and an s-wave reference has states at every $E\ge(\pi/a)^2$, however high the barriers. It gives no licence to drop distant elements of the solution.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant 6.0 bohr, sphere radius 2.8 bohr
well -0.1 Ry, barrier 8.0 Ry, energy 0.1 Ry
free wavevector q = 0.31623 1/bohr
phase shifts: well 0.24890, barrier -0.77340 rad
1/t    = -0.099005+0.025165j 1/(Ry bohr^3)
1/tref = 0.025776+0.025165j 1/(Ry bohr^3)
1/dt   = -0.025526-0.014768j 1/(Ry bohr^3)
moduli along [100] in 1/(Ry bohr^3); R|G| in 1/(Ry bohr^2)
  n  R(bohr)    |g|        |Gref|     |G|        R|G|
  1     6.0  1.326e-02  1.143e-02  8.718e-03  0.05231
  2    12.0  6.631e-03  1.495e-03  4.278e-03  0.05133
  4    24.0  3.316e-03  3.645e-05  2.213e-03  0.05311
  6    36.0  2.210e-03  1.118e-06  1.485e-03  0.05346
  8    48.0  1.658e-03  4.018e-08  1.117e-03  0.05362
 10    60.0  1.326e-03      -      8.950e-04  0.05370
 20   120.0  6.631e-04      -      4.485e-04  0.05382
 40   240.0  3.316e-04      -      2.244e-04  0.05385
mean decay rate of |Gref|, n=2 to 6: 1.800 per cell
max rel. difference screened/bare G, n=1-5:
   Gref kept to 19 cells per axis: 3.8e-12
   Gref kept to 10 cells per axis: 2.1e-06
rel. change of G(n=10), barrier 4 Ry: 4.8e-12
surface point theta = 2.22339, k = 0.37056 1/bohr
Myy = -0.000370-0.015414j 1/(Ry bohr^3)
asymptotic R|G| = 0.05387 1/(Ry bohr^2)
rel. error of asymptotic law at n=10: 0.01066
rel. error of asymptotic law at n=20: 0.00547
rel. error of asymptotic law at n=40: 0.00276
truncated M: 92 neighbours kept, |n|^2 <= 8
truncated M: theta = 2.15532
truncated M: R|G| at n=20, 40: 0.07079, 0.07179 1/(Ry bohr^2)
imaginary energy 0.01 Ry: damping 0.07828 per cell
damping from pole motion: 0.07839 per cell
damping length of |G|: 76.64 bohr
|G| at -0.1 Ry, n=5, 10: 1.783e-06, 9.149e-10 1/(Ry bohr^3)
cluster radius 3 cells, 123 sites, rel. error at n=1:
   Gref 1.06e-04, physical G 1.02e-01
cluster radius 5 cells, 515 sites, rel. error at n=1:
   Gref 3.34e-07, physical G 1.31e-01
\end{verbatim}
